# Total Momentum in the Two-Electron Bethe Logarithm

A calculation of the Lamb shift of a two-electron atom has to fix which operator generates the sum over intermediate states. One choice is to compute a self-energy for each electron, with \(\mathbf p_1\) and \(\mathbf p_2\) separately, and to leave the interaction between the electrons to the Breit operator. The other is to use \(\mathbf P=\mathbf p_1+\mathbf p_2\) in one sum. The first choice omits the retardation of the exchanged photon. The second already contains it, so that a separate retardation correction from the same photons would count it twice.

**The coupling and the second-order energy**

Let \(N\) electrons of charge \(-e\) and mass \(m\) move nonrelativistically in a fixed external potential, with

\[
H_0=\sum_a\frac{\mathbf p_a^2}{2m}+V,\qquad \Delta=H_0-E_0,\qquad H_0|\phi\rangle=E_0|\phi\rangle. \tag{1}
\]

\(V\) contains the external potential and the full Coulomb repulsion. In Coulomb gauge the remaining field is transverse. In a volume \(\Omega\) it reads

\[
\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\sqrt{\frac{\hbar}{2\epsilon_0 ck\,\Omega}}\;\mathbf e_\lambda\left(b_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+b^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right), \tag{2}
\]

with real polarization vectors \(\mathbf e_\lambda\perp\mathbf k\). Expanding \((\mathbf p_a+e\mathbf A)^2/2m\) gives the coupling \((e/m)\sum_a\mathbf A(\mathbf r_a)\cdot\mathbf p_a\) and a term \(e^2\mathbf A^2/2m\). At order \(e^2\) the latter enters through its vacuum expectation value, which does not depend on position and shifts all states equally. It is dropped. Spin coupling carries an additional power of \(k\) and is left out of this low-energy part.

Define \(j_a=\mathbf e_\lambda\cdot\mathbf p_a\,e^{i\mathbf k\cdot\mathbf r_a}\), which accompanies absorption; \(j_a^\dagger\) accompanies emission. With one photon of energy \(\varepsilon=\hbar ck\) present, the energy denominator is \(-(\Delta+\varepsilon)\). Second-order perturbation theory gives

\[
E^{(2)}=-\frac{e^2}{m^2}\sum_\lambda\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\hbar}{2\epsilon_0ck}\sum_{a,b}\left\langle j_a\frac{1}{\Delta+\varepsilon}\,j_b^\dagger\right\rangle . \tag{3}
\]

Terms with \(a=b\) are self-energies: one electron emits and reabsorbs the photon. Terms with \(a\ne b\) are exchange, and the pairs \((1,2)\) and \((2,1)\) are its two time orderings. All four terms of a two-electron system have the same resolvent, because both electrons continue to interact with each other and with the external potential while the photon is in flight. This common resolvent is what permits the merger.

**Removing what is already counted**

Split the resolvent by the identity

\[
\frac1{\Delta+\varepsilon}=\frac1\varepsilon-\frac{\Delta}{\varepsilon(\Delta+\varepsilon)} . \tag{4}
\]

The first term treats the photon as instantaneous; the second is the retardation remainder.

Consider exchange with the first term. Transversality lets \(\mathbf e_\lambda\cdot\mathbf p_a\) commute with \(e^{i\mathbf k\cdot\mathbf r_a}\), so the two orderings are equal after \(\mathbf k\to-\mathbf k\). With \(\mathbf r=\mathbf r_1-\mathbf r_2\), the integral needed is

\[
T_{ij}(\mathbf r)=\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right)=\frac1r\left(A\,\delta_{ij}+B\,\frac{r_ir_j}{r^2}\right), \tag{5}
\]

where rotational symmetry and scaling fix the form. The trace of the integral is \(2/(4\pi r)\), hence \(3A+B=1/2\pi\). Its divergence vanishes, and \(\partial_iT_{ij}=(B-A)r_j/r^3\), hence \(A=B=1/8\pi\). Including both orderings and \(e^2=4\pi\epsilon_0\hbar c\alpha\), all wave numbers together give

\[
-\frac{e^2}{\epsilon_0m^2c^2}\,p_{1i}T_{ij}p_{2j}
=-\frac{\alpha\hbar}{2m^2c}\;p_{1i}\left(\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3}\right)p_{2j}. \tag{6}
\]

This is the orbit–orbit part of the Breit interaction. A calculation that includes the Breit operator has therefore counted the \(1/\varepsilon\) part of exchange for every mode, with its full exponential, and it must be removed from (3).

For a self-energy the exponentials in \(j_aj_a^\dagger\) cancel. To sum the modes, use \(\sum_\lambda e_{\lambda i}e_{\lambda j}=\delta_{ij}-k_ik_j/k^2\), whose integral over directions is \(4\pi(1-\tfrac13)\delta_{ij}=\tfrac{8\pi}3\delta_{ij}\). With \(k\,dk=\varepsilon\,d\varepsilon/(\hbar c)^2\), the factor in front of \(\int\varepsilon\,d\varepsilon\) becomes

\[
\frac{e^2}{m^2}\,\frac{\hbar}{2\epsilon_0c}\,\frac{8\pi/3}{(2\pi)^3}\,\frac1{(\hbar c)^2}
=\frac{e^2}{6\pi^2\epsilon_0\hbar m^2c^3}=\frac{2\alpha}{3\pi m^2c^2}\equiv C . \tag{7}
\]

Photons up to a cutoff \(\Lambda\) thus contribute \(-C\Lambda\sum_a\langle\mathbf p_a^2\rangle\) through the \(1/\varepsilon\) term. An increase \(\delta m\) of the mass changes the kinetic energy by \(-(\delta m/m)\sum_a\langle\mathbf p_a^2\rangle/2m\). Comparison gives

\[
\delta m=2m^2C\Lambda=\frac{4\alpha\Lambda}{3\pi c^2}. \tag{8}
\]

The measured mass in \(H_0\) already contains this shift, so this term is removed as well. Both subtractions take away the same piece of the resolvent, \(1/\varepsilon\), for different reasons: mass renormalization when \(a=b\), the Breit operator when \(a\neq b\).

**The merged energy**

What remains is the second term of (4), for all \(a,b\). Now take \(\Lambda\) small enough that the wavelength exceeds the size \(R\) of the system, \(\Lambda\ll\hbar c/R\), and set the exponentials to one. Terms odd in \(\mathbf k\) cancel between opposite directions, so the first corrections are of relative order \((\Lambda R/\hbar c)^2\) at the upper end of the range. In this limit

\[
\sum_{a,b}\mathbf p_a\cdot\frac{\Delta}{\Delta+\varepsilon}\,\mathbf p_b=\mathbf P\cdot\frac{\Delta}{\Delta+\varepsilon}\,\mathbf P,\qquad \mathbf P=\sum_a\mathbf p_a . \tag{9}
\]

The minus sign of (3) meets that of (4), and the factor \(\varepsilon\) cancels \(1/\varepsilon\):

\[
E_L=C\int_0^\Lambda\! d\varepsilon\left\langle\mathbf P\cdot\frac{\Delta}{\Delta+\varepsilon}\mathbf P\right\rangle
=\frac{2\alpha}{3\pi m^2c^2}\left\langle\mathbf P\cdot\Delta\,\ln\left|\frac{\Lambda+\Delta}{\Delta}\right|\mathbf P\right\rangle . \tag{10}
\]

For two electrons \(\mathbf P=\mathbf p_1+\mathbf p_2\), as claimed. If \(\phi\) is excited, states below it make \(\Delta\) negative. The integral is then a principal value, which produces the absolute value; the accompanying imaginary part describes radiative decay and is not part of the level shift.

For one electron (10) is the usual low-energy Lamb shift. For particles of unequal charge or mass the coupling in (3) would carry \(q_a/m_a\) for each particle, and the current would replace the total momentum. The appearance of \(\mathbf P\) rests on the equal charge-to-mass ratio of the electrons.

The exponentials cannot be dropped if the electrons are so far apart that \(R\) is comparable with \(\hbar c/|\Delta|\). No cutoff then lies both above the excitation energies and below \(\hbar c/R\), and exchange has to be kept with its phase.

**The logarithm and its contact terms**

When \(\Lambda\) also lies far above the excitation energies that matter, (10) becomes

\[
E_L\simeq C D\left[\ln\frac{\Lambda}{E_h}-\ln k_0\right],\qquad
\ln k_0=\frac{\langle\mathbf P\cdot\Delta\ln(|\Delta|/E_h)\,\mathbf P\rangle}{D},\quad D=\langle\mathbf P\cdot\Delta\,\mathbf P\rangle , \tag{11}
\]

with \(E_h\) the hartree. The quantity \(\ln k_0\) is the many-electron Bethe logarithm. The cutoff dependence is to be cancelled by the contribution of photons above \(\Lambda\), which is not computed here.

The coefficient \(D\) follows from a double commutator. For each component,

\[
\langle[P_j,[H_0,P_j]]\rangle=\langle2P_jH_0P_j-P_j^2H_0-H_0P_j^2\rangle=2\langle P_j\Delta P_j\rangle . \tag{12}
\]

Since \([H_0,P_j]=i\hbar\,\partial_jV\), where \(\partial_j\) is a component of \(\sum_a\nabla_a\), and \([P_j,i\hbar\,\partial_jV]=\hbar^2\partial_j^2V\),

\[
D=\frac{\hbar^2}2\left\langle\Big(\sum_a\nabla_a\Big)^2V\right\rangle
=\frac{\hbar^2Ze^2}{2\epsilon_0}\sum_a\langle\delta^3(\mathbf r_a)\rangle , \tag{13}
\]

where the last form holds for a nucleus of charge \(Ze\), from \(\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)\). The repulsion depends on coordinate differences, and \(\sum_a\nabla_a\) annihilates it.

The separate pieces do not have this property. For two electrons with repulsion \(v=e^2/4\pi\epsilon_0r\), one has \(\nabla_1^2v=\nabla_2^2v=-(e^2/\epsilon_0)\delta^3(\mathbf r)\) and \(\nabla_1\cdot\nabla_2v=+(e^2/\epsilon_0)\delta^3(\mathbf r)\). The repulsion therefore contributes

\[
\text{self-energies: }-\frac{\hbar^2e^2}{\epsilon_0}\langle\delta^3(\mathbf r)\rangle,\qquad
\text{exchange: }+\frac{\hbar^2e^2}{\epsilon_0}\langle\delta^3(\mathbf r)\rangle . \tag{14}
\]

In the first entry two terms, each with the factor \(\tfrac12\hbar^2\), add up. In the second, the expectation value of \([p_{1j},[H_0,p_{2j}]]\), summed over \(j\), equals \(\langle\mathbf p_1\cdot\Delta\,\mathbf p_2+\mathbf p_2\cdot\Delta\,\mathbf p_1\rangle\) without a factor \(\tfrac12\). Self-energies alone would thus leave a cutoff-dependent term proportional to the probability density for the electrons to meet. Low-energy exchange removes it. This statement concerns the photons treated here; shorter wavelengths and two-photon exchange are separate contributions.

If there is no external potential, \(\mathbf P\) commutes with \(H_0\), \(\Delta\mathbf P|\phi\rangle=0\), and (10) vanishes. The repulsion accelerates the two electrons oppositely, so their total current stays constant.

**Intermediate states forbidden by the Pauli principle**

Write \(\mathbf p_{1,2}=\tfrac12\mathbf P\pm\mathbf q\), with \(\mathbf q=(\mathbf p_1-\mathbf p_2)/2\), and let \(G\) be any function of \(\Delta\). Multiplying out, the cross terms between \(\mathbf P\) and \(\mathbf q\) cancel within each line:

\[
\begin{aligned}
\mathbf p_1G\mathbf p_1+\mathbf p_2G\mathbf p_2&=\tfrac12\mathbf PG\mathbf P+2\,\mathbf qG\mathbf q,\\
\mathbf p_1G\mathbf p_2+\mathbf p_2G\mathbf p_1&=\tfrac12\mathbf PG\mathbf P-2\,\mathbf qG\mathbf q .
\end{aligned}\tag{15}
\]

Exchanging the two positions changes the sign of \(\mathbf q\). Hence \(\mathbf q|\phi\rangle\) has the opposite spatial symmetry to \(|\phi\rangle\) but the same spin state, and the complete two-electron function is symmetric instead of antisymmetric. The terms \(\pm2\mathbf qG\mathbf q\) run over states that two electrons cannot occupy, and they cancel in the sum.

Two bookkeeping schemes are therefore consistent. With unrestricted intermediate states, both lines of (15) must be kept in full. With permitted states alone, \(\mathbf p_1|\phi\rangle\) and \(\mathbf p_2|\phi\rangle\) each reduce to \(\tfrac12\mathbf P|\phi\rangle\), and self-energy and exchange contribute half of the total each. The division depends on the scheme; the sum does not.

**Two repelling electrons in a harmonic trap**

Replace the nucleus by \(\tfrac12m\omega^2(r_1^2+r_2^2)\), with \(\hbar\omega=E_h/2=13.61\ \text{eV}\), and keep the Coulomb repulsion. With \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\),

\[
H_0=\left[\frac{\mathbf P^2}{4m}+m\omega^2R^2\right]+\left[\frac{\mathbf q^2}{m}+\frac{m\omega^2r^2}4+\frac{e^2}{4\pi\epsilon_0r}\right]. \tag{16}
\]

For this \(\omega\) the relative ground state is \(f=(1+r/2)e^{-r^2/8}\), with \(r\) in units of the Bohr radius \(a_0\). To see this, put \(u=rf\) and divide the radial equation by the exponential:

\[
e^{r^2/8}\left[-u''+\frac{r^2}{16}u+\frac ur\right]
=\frac r2+\frac{r^2}2+\frac14\left(r+\frac{r^2}2\right)+\frac r2=\frac54\left(r+\frac{r^2}2\right). \tag{17}
\]

The energy is \(\tfrac54E_h\), and \(f\) has no node. Radial quadrature gives a mean separation of \(2.68\,a_0\), for which \(\hbar c/r=1389\) eV. The choice \(\Lambda=200\) eV lies between this and the trap quantum. The product of cutoff wave number and mean separation is \(0.144\), whose square is about \(2\%\). The estimate above omits numerical coefficients, so this is only a rough ceiling for the non-dipole correction to the integrand of (10) at \(\varepsilon=\Lambda\), relative to that integrand; the correction is smaller at smaller \(\varepsilon\). The integrated correction is not computed here; the energies below are values of the dipole formula.

In the centre-of-mass ground state, \(\mathbf P\) creates one quantum, so \(\Delta\mathbf P|\phi\rangle=\hbar\omega\mathbf P|\phi\rangle\). Half of the zero-point energy is kinetic, \(\langle\mathbf P^2\rangle/4m=\tfrac34\hbar\omega\), hence \(\langle\mathbf P^2\rangle=3m\hbar\omega=1.5\,(\hbar/a_0)^2\). Equation (10) becomes

\[
E_L=C\,(3m\hbar\omega)\,\hbar\omega\ln\left(1+\frac{\Lambda}{\hbar\omega}\right)
=\frac{2\alpha^3}{3\pi}E_h\times0.750\times2.754=4.63\ \mu\text{eV}, \tag{18}
\]

or \(1120\) MHz after division by \(h\). The repulsion has dropped out, and \(\ln k_0=\ln(\hbar\omega/E_h)=-0.693\). The large-cutoff form (11) gives \(4.52\ \mu\)eV, lower by 2.4% of the total, because it replaces \(\ln(1+\Lambda/\hbar\omega)\) by \(\ln(\Lambda/\hbar\omega)\).

The separate pieces need the relative motion. The function \(\mathbf qf\) has angular momentum one. Diagonalizing the corresponding radial Hamiltonian on a finite-difference grid of spacing \(0.01\,a_0\) gives the excitation energies and strengths, and from them \(2C\langle\mathbf q\cdot\Delta\ln(1+\Lambda/\Delta)\,\mathbf q\rangle=1.64\ \mu\)eV. By (15), in \(\mu\)eV,

\[
\text{self-energies}=2.32+1.64=3.96,\qquad \text{exchange}=2.32-1.64=0.68 . \tag{19}
\]

The sum reproduces (18) by construction, up to rounding, since each entry contains half of (18) and the forbidden parts cancel. Unrestricted self-energies without retarded exchange would be too small by 15% of the total. Adding this exchange again to the result with \(\mathbf P\) would make it too large by the same amount.

The logarithmic coefficients, understood as the limits for \(\Lambda\to\infty\) of the slope of each dipole energy in \(\ln\Lambda\) divided by \(C\), behave as (14) requires. In atomic units \(D=0.750\), and the contact term \(4\pi\langle\delta^3(\mathbf r)\rangle\) is \(0.0593\). The self-energies have the coefficient \(0.750-0.0593=0.691\), and exchange has \(0.0593\), which is 8% of \(D\). Its share of the energy is larger, 15%, because the forbidden spectrum carries a different mean logarithm. Its strength is \(0.375-0.0593=0.316\), and its contribution corresponds to a mean \(\ln(1+\Lambda/\Delta)\) of about \(2.32\), against \(2.75\) for the centre of mass. It therefore subtracts less from exchange than a common logarithm would. The cusp at \(r=0\) gives the forbidden spectrum a long high-energy tail, so the separate pieces approach their limiting coefficients slowly. The slope at finite cutoff follows from replacing \(\Delta\) by \(\Delta\Lambda/(\Lambda+\Delta)\); at \(\Lambda=200\) eV it is \(0.610\) for the self-energies and \(0.093\) for exchange, and the exchange slope is still \(0.079\) at \(1000\) eV. In this example the total is close to logarithmic at the chosen cutoff, but the exchange part is not logarithmic at any cutoff below \(\hbar c/r\).

The instantaneous interaction (6), evaluated by quadrature, amounts to \(-38.1\ \mu\)eV. In the dipole limit, modes below the cutoff supply \(-2C\Lambda\langle\mathbf p_1\cdot\mathbf p_2\rangle\) of it. With \(\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.0856\,(\hbar/a_0)^2\) and \(\Lambda=7.35\,E_h\), this is about \(-2.8\ \mu\)eV. If it were left in the low-energy term beside the full Breit operator, it would be counted twice, with an error that grows linearly with \(\Lambda\).
